# Screw and rotation symmetry for nanotube bands: the (4,2) case: a numerical check

```python
"""
Result under test: the Bloch matrix of an (n,m) nanotube with one orbital per
atom splits into 2x2 blocks with energies +-|f|,
    f = t0 + t1 exp(-i phi1) + t2 exp(-i phi2),
    phi1 = 2 pi q l/d - m' kappa,   phi2 = -2 pi p l/d + n' kappa,
    kappa = (kT + 2 pi w l/d + 2 pi j)/(N/d).
d = gcd(n,m); n' = n/d; m' = m/d; n'q - m'p = 1; N = two-atom cells per
translation period T; l = rotation label; kappa = phase per screw step;
w = rotation steps undone in one translation: T = (N/d) H - w R.
The other side of each comparison is a full matrix built from 3D coordinates.
Lengths are in nm and energies in eV. Model parameters are rough values.
"""
from math import gcd, pi, sqrt
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy import constants as const

BOND = 0.142
HOP = 2.7
E_S, V_SS, V_SP, V_SIGMA, V_PI = -7.3, -4.3, 5.0, 6.4, -HOP
OVERLAP = 0.13
LATTICE = sqrt(3) * BOND
A1 = LATTICE * np.array([1.0, 0.0])
A2 = LATTICE * np.array([0.5, sqrt(3) / 2])
OFFSET_B = (A1 + A2) / 3
EQUAL = (HOP, HOP, HOP)


def roll(tube, point):
    """Map a point of the flat sheet to the cylinder."""
    angle = 2 * pi * (point @ tube.chiral) / (tube.chiral @ tube.chiral)
    return np.array([tube.radius * np.cos(angle), tube.radius * np.sin(angle),
                     (point @ tube.trans) / tube.period])


def make_tube(n, m, with_atoms=True):
    d = gcd(n, m)
    d_r = gcd(2 * n + m, 2 * m + n)
    cells = 2 * (n * n + n * m + m * m) // d_r
    n1, m1 = n // d, m // d
    p = next(x for x in range(n1 + 1) if (1 + m1 * x) % n1 == 0)
    q = (1 + m1 * p) // n1
    back1, forward2 = (2 * m + n) // d_r, (2 * n + m) // d_r
    tube = SimpleNamespace(d=d, cells=cells, n1=n1, m1=m1, p=p, q=q)
    tube.w = back1 * q + forward2 * p
    tube.steps = cells // d
    tube.chiral = n * A1 + m * A2
    tube.trans = -back1 * A1 + forward2 * A2
    tube.screw = p * A1 + q * A2
    tube.period = np.linalg.norm(tube.trans)
    tube.radius = np.linalg.norm(tube.chiral) / (2 * pi)
    if not with_atoms:
        return tube
    atoms = []
    for i in range(-back1 - 2, n + 3):
        for j in range(-2, m + forward2 + 3):
            for offset in (np.zeros(2), OFFSET_B):
                point = i * A1 + j * A2 + offset
                around = point @ tube.chiral / (tube.chiral @ tube.chiral)
                along = point @ tube.trans / tube.period**2
                if all(-1e-9 <= x < 1 - 1e-9 for x in (around, along)):
                    atoms.append(roll(tube, point))
    tube.atoms = np.array(atoms)
    assert len(atoms) == 2 * cells
    tube.bonds = []
    for shift in (-1, 0, 1):
        image = tube.atoms + np.array([0, 0, shift * tube.period])
        vectors = image[None, :, :] - tube.atoms[:, None, :]
        lengths = np.linalg.norm(vectors, axis=2)
        for i, j in np.argwhere((lengths > 1e-6) & (lengths < 1.3 * BOND)):
            tube.bonds.append((i, j, shift, vectors[i, j] / lengths[i, j],
                               lengths[i, j]))
    counts = np.bincount([b[0] for b in tube.bonds], minlength=len(atoms))
    assert np.all(counts == 3)
    return tube


def slater_koster(unit, length, power=0):
    """Couplings of (s,x,y,z) on one atom to (s,x,y,z) on its neighbour."""
    block = np.zeros((4, 4))
    block[0, 0] = V_SS
    block[0, 1:] = V_SP * unit
    block[1:, 0] = -V_SP * unit
    block[1:, 1:] = V_PI * np.eye(3) + (V_SIGMA - V_PI) * np.outer(unit, unit)
    return block * (BOND / length)**power


def direct_matrix(tube, theta, model="flat"):
    """Full Bloch matrix at kT = theta, from the list of 3D bonds."""
    size = 4 if model == "sp3" else 1
    matrix = np.zeros((len(tube.atoms) * size,) * 2, complex)
    normals = tube.atoms * np.array([1, 1, 0]) / tube.radius
    for i, j, shift, unit, length in tube.bonds:
        if model == "flat":
            value = -HOP
        else:
            value = slater_koster(unit, length)
            if model == "radial":
                value = normals[i] @ value[1:, 1:] @ normals[j]
        matrix[i*size:(i+1)*size, j*size:(j+1)*size] += (
            value * np.exp(1j * theta * shift))
    if model == "sp3":
        matrix += np.diag(np.tile([E_S, 0, 0, 0], len(tube.atoms)))
    return matrix


def cell_phases(tube, kappa, l):
    turn = 2 * pi * l / tube.d
    return (tube.q * turn - tube.m1 * kappa, -tube.p * turn + tube.n1 * kappa)


def f_value(tube, kappa, l, hops=EQUAL):
    phi1, phi2 = cell_phases(tube, kappa, l)
    return hops[0] + hops[1]*np.exp(-1j*phi1) + hops[2]*np.exp(-1j*phi2)


def labels(tube, theta, keep_w=True):
    return [((theta + keep_w * 2*pi*tube.w*l/tube.d + 2*pi*j) / tube.steps, l)
            for l in range(tube.d) for j in range(tube.steps)]


def block_levels(tube, theta, hops=EQUAL, keep_w=True):
    size = np.array([abs(f_value(tube, kappa, l, hops))
                     for kappa, l in labels(tube, theta, keep_w)])
    return np.sort(np.concatenate([-size, size]))


def symmetry_matrix(tube, angle, rise, theta):
    """Action of a rotation plus axial shift on the Bloch orbitals."""
    c, s = np.cos(angle), np.sin(angle)
    moved = tube.atoms @ np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]]).T
    moved[:, 2] += rise
    matrix = np.zeros((len(moved),) * 2, complex)
    for shift in (-1, 0, 1):
        image = tube.atoms + np.array([0, 0, shift * tube.period])
        gap = np.linalg.norm(moved[:, None, :] - image[None, :, :], axis=2)
        for i, j in np.argwhere(gap < 1e-7):
            matrix[j, i] += np.exp(-1j * theta * shift)
    assert np.allclose(matrix.conj().T @ matrix, np.eye(len(moved)))
    return matrix


def pi_gap(tube, hops=EQUAL, mesh=4000):
    """Refined gap, kappa, l, and the gap on the unrefined mesh."""
    grid = np.linspace(-pi, pi, mesh, endpoint=False)
    best, raw = None, np.inf
    for l in range(tube.d):
        values = 2 * abs(f_value(tube, grid, l, hops))
        raw = min(raw, values.min())
        centre, step = grid[values.argmin()], 2 * pi / mesh
        fit = minimize_scalar(lambda x: 2 * abs(f_value(tube, x, l, hops)),
                              bounds=(centre - step, centre + step),
                              method="bounded", options={"xatol": 1e-10})
        if best is None or fit.fun < best[0]:
            best = (fit.fun, fit.x, l)
    return (*best, raw)


def local_frame(angle):
    """Columns: s, radial p, tangential p, axial p."""
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[1, 0, 0, 0], [0, c, -s, 0], [0, s, c, 0], [0, 0, 0, 1]])


def local_couplings(tube, power=0):
    """The three A-B bond matrices in frames carried along by the symmetry."""
    start, result = roll(tube, np.zeros(2)), []
    for cell in (np.zeros(2), -A1, -A2):
        end = roll(tube, OFFSET_B + cell)
        vector = end - start
        length = np.linalg.norm(vector)
        result.append(local_frame(0).T
                      @ slater_koster(vector / length, length, power)
                      @ local_frame(np.arctan2(end[1], end[0])))
    return result


def sp3_levels(tube, kappas, l, couplings):
    """Eigenvalues of the 8x8 blocks for an array of screw phases."""
    phi1, phi2 = cell_phases(tube, np.asarray(kappas), l)
    ab = (couplings[0][None] + np.exp(-1j*phi1)[:, None, None]*couplings[1]
          + np.exp(-1j*phi2)[:, None, None]*couplings[2])
    blocks = np.zeros((len(ab), 8, 8), complex)
    blocks[:, :4, 4:] = ab
    blocks[:, 4:, :4] = ab.conj().transpose(0, 2, 1)
    blocks[:, 0, 0] = blocks[:, 4, 4] = E_S
    return np.linalg.eigvalsh(blocks)


def sp3_edges(tube, mesh, power=0):
    """Top of fourth band and bottom of fifth band, with their labels."""
    grid = np.linspace(-pi, pi, mesh, endpoint=False)
    couplings = local_couplings(tube, power)
    levels = np.array([sp3_levels(tube, grid, l, couplings)
                       for l in range(tube.d)])
    top = np.unravel_index(levels[:, :, 3].argmax(), levels.shape[:2])
    low = np.unravel_index(levels[:, :, 4].argmin(), levels.shape[:2])
    return SimpleNamespace(top=levels[top][3], low=levels[low][4],
                           gap=levels[low][4] - levels[top][3],
                           l_top=top[0], l_low=low[0],
                           k_top=abs(grid[top[1]]), k_low=abs(grid[low[1]]))


tube = make_tube(4, 2)
thetas = (0.0, 0.9, pi / 2, pi)

# Full spectra against 2x2 spectra, for the example and for other tubes.
worst = max(np.abs(np.linalg.eigvalsh(direct_matrix(tube, x))
                   - block_levels(tube, x)).max() for x in thetas)
assert worst < 1e-10
worst_other = 0.0
for indices in ((6, 0), (5, 5), (6, 3), (5, 2)):
    other = make_tube(*indices)
    for theta in (0.0, 0.9, pi):
        error = np.abs(np.linalg.eigvalsh(direct_matrix(other, theta))
                       - block_levels(other, theta)).max()
        worst_other = max(worst_other, error)
assert worst_other < 1e-10
wrong = np.abs(np.linalg.eigvalsh(direct_matrix(tube, 0.9))
               - block_levels(tube, 0.9, keep_w=False)).max()
assert wrong > 0.01

# Symmetry operations found from coordinates, and every transformed block.
theta = 0.9
full = direct_matrix(tube, theta)
screw_angle = 2*pi*(tube.screw @ tube.chiral)/(tube.chiral @ tube.chiral)
rise = tube.screw @ tube.trans / tube.period
assert abs(rise - tube.period / tube.steps) < 1e-12
screw = symmetry_matrix(tube, screw_angle, rise, theta)
turn = symmetry_matrix(tube, 2 * pi / tube.d, 0.0, theta)
commutator = max(np.abs(full @ x - x @ full).max() for x in (screw, turn))
assert commutator < 1e-10 and np.allclose(screw @ turn, turn @ screw)
power = np.linalg.matrix_power
assert np.allclose(power(screw, tube.steps) @ power(turn.conj().T, tube.w),
                   np.exp(-1j * theta) * np.eye(2 * tube.cells))
seeds = [np.argmin(np.linalg.norm(tube.atoms - roll(tube, x), axis=1))
         for x in (np.zeros(2), OFFSET_B)]
moves = {(a, b): power(screw, a) @ power(turn, b)
         for a in range(tube.steps) for b in range(tube.d)}
columns = []
for kappa, l in labels(tube, theta):
    for seed in seeds:
        columns.append(sum(np.exp(1j*(kappa*a + 2*pi*l*b/tube.d))
                           * move[:, seed] for (a, b), move in moves.items())
                       / sqrt(tube.cells))
basis = np.array(columns).T
assert np.allclose(basis.conj().T @ basis, np.eye(2 * tube.cells))
expected = np.zeros_like(full)
for index, (kappa, l) in enumerate(labels(tube, theta)):
    f = f_value(tube, kappa, l)
    expected[2*index, 2*index + 1] = -f
    expected[2*index + 1, 2*index] = -np.conj(f)
block_error = np.abs(basis.conj().T @ full @ basis - expected).max()
assert block_error < 1e-10

# Gap by the blocks and by the full matrix.
gap, kappa_gap, l_gap, raw_gap = pi_gap(tube)
theta_gap = tube.steps * kappa_gap - 2 * pi * tube.w * l_gap / tube.d
theta_gap = (theta_gap + pi) % (2 * pi) - pi


def direct_gap(x):
    values = np.linalg.eigvalsh(direct_matrix(tube, x))
    return values[tube.cells] - values[tube.cells - 1]


assert abs(direct_gap(theta_gap) - gap) < 1e-9
assert min(direct_gap(x) for x in np.linspace(-pi, pi, 201)) >= gap - 1e-9
estimate = HOP * BOND / tube.radius
wide = make_tube(16, 8, with_atoms=False)
wide_gap = pi_gap(wide)[0]
wide_estimate = HOP * BOND / wide.radius
assert abs(wide_estimate / wide_gap - 1) < 0.02

# Curvature: unequal radial hoppings, then all four valence orbitals.
couplings = local_couplings(tube)
curved_hops = tuple(-x[1, 1] for x in couplings)
radial_error = np.abs(np.linalg.eigvalsh(direct_matrix(tube, 0.9, "radial"))
                      - block_levels(tube, 0.9, curved_hops)).max()
assert radial_error < 1e-10
curved_gap = pi_gap(tube, curved_hops)[0]
sp3_blocks = np.sort(np.concatenate(
    [sp3_levels(tube, [kappa], l, couplings).ravel()
     for kappa, l in labels(tube, 0.9)]))
sp3_error = np.abs(np.linalg.eigvalsh(direct_matrix(tube, 0.9, "sp3"))
                   - sp3_blocks).max()
assert sp3_error < 1e-9
coarse, fine = sp3_edges(tube, 1000), sp3_edges(tube, 2000)
scaled = sp3_edges(tube, 2000, power=2)
assert abs(coarse.gap - fine.gap) < 1e-3
wide_sp3 = sp3_edges(wide, 2000)


def mixing(matrices):
    return max(np.abs(x[1, [0, 2, 3]]).max() for x in matrices)


mix_narrow, mix_wide = mixing(couplings), mixing(local_couplings(wide))
assert 3.3 < mix_narrow / mix_wide < 4.5

# Nearest-neighbour overlap, solved as a generalized eigenproblem.
gap_matrix = direct_matrix(tube, theta_gap)
overlap_matrix = np.eye(2 * tube.cells) - OVERLAP / HOP * gap_matrix
values = eigh(gap_matrix, overlap_matrix, eigvals_only=True)
overlap_gap = values[tube.cells] - values[tube.cells - 1]
ratio = OVERLAP * gap / (2 * HOP)
assert abs(overlap_gap - gap / (1 - ratio**2)) < 1e-9

diameter = 2 * tube.radius
coulomb = const.e / (4 * pi * const.epsilon_0 * diameter * 1e-9)
thermal = const.k * 300 / const.e * 1000
lengths = [b[4] for b in tube.bonds]
sample_theta = pi / 2
sample_kappa, sample_l = labels(tube, sample_theta)[tube.steps]
phi1, phi2 = cell_phases(tube, sample_kappa, sample_l)
sample_f = f_value(tube, sample_kappa, sample_l)
middle = slice(tube.cells - 3, tube.cells + 3)
direct_sample = np.linalg.eigvalsh(direct_matrix(tube, sample_theta))[middle]
block_sample = block_levels(tube, sample_theta)[middle]

print(f"input bond {BOND} nm; hopping t {HOP} eV; overlap {OVERLAP}")
print(f"input sp3: Es-Ep {E_S}, Vss {V_SS}, Vsp {V_SP} eV")
print(f"input sp3: Vpp-sigma {V_SIGMA}, Vpp-pi {V_PI} eV")
print(f"atoms {len(tube.atoms)}; cells N {tube.cells}; rotation order d {tube.d}")
print(f"integers p {tube.p}, q {tube.q}, w {tube.w}; screw steps {tube.steps}")
print(f"diameter {diameter:.4f} nm; period T {tube.period:.4f} nm")
print(f"screw angle {np.degrees(screw_angle):.3f} deg; rise {rise:.5f} nm")
print(f"3D bond lengths {min(lengths):.4f} to {max(lengths):.4f} nm")
print(f"cubic cost ratio, full/blocks {(2*tube.cells)**3/(tube.cells*8):.0f}")
print(f"(4,2) largest spectrum difference {worst:.1e} eV")
print(f"(6,0),(5,5),(6,3),(5,2) largest difference {worst_other:.1e} eV")
print(f"largest error if w is dropped, kT=0.9: {wrong:.4f} eV")
print(f"largest commutator element {commutator:.1e} eV")
print(f"largest transformed-block error {block_error:.1e} eV")
print(f"sample kT {sample_theta:.6f} rad; k {sample_theta/tube.period:.4f} 1/nm")
print(f"sample l {sample_l}, j 0; kappa {sample_kappa:.6f} rad")
print(f"sample phi1 {phi1:.6f}, phi2 {phi2:.6f} rad")
print(f"sample f {sample_f.real:.6f} {sample_f.imag:+.6f} i eV")
print(f"sample block energies +/- {abs(sample_f):.6f} eV")
print("six middle levels, full (eV):", " ".join(f"{x:.6f}" for x in direct_sample))
print("six middle levels, blocks (eV):", " ".join(f"{x:.6f}" for x in block_sample))
print(f"one-orbital gap {gap:.6f} eV = {gap*const.e/const.value('Hartree energy'):.6f} Ha")
print(f"gap at |kappa| {abs(kappa_gap):.6f} rad, l {l_gap}, |kT| {abs(theta_gap):.6f} rad")
print(f"gap shift, 4000-point mesh minus refined {raw_gap-gap:.1e} eV")
print(f"large-diameter estimate 2tb/D {estimate:.4f} eV")
print(f"(16,8): diameter {2*wide.radius:.4f} nm; one-orbital gap {wide_gap:.4f} eV")
print(f"(16,8): estimate 2tb/D {wide_estimate:.4f} eV")
print("curved radial hoppings t0,t1,t2 (eV):", " ".join(f"{x:.4f}" for x in curved_hops))
print(f"curved radial model: spectrum difference {radial_error:.1e} eV")
print(f"curved radial model: gap {curved_gap:.4f} eV")
print(f"sp3: 224-level spectrum difference {sp3_error:.1e} eV")
print(f"sp3 band 4 top {fine.top:.4f} eV at l {fine.l_top}, |kappa| {fine.k_top:.4f} rad")
print(f"sp3 band 5 bottom {fine.low:.4f} eV at l {fine.l_low}, |kappa| {fine.k_low:.4f} rad")
print(f"sp3 edge separation {fine.gap:.4f} eV (negative means overlap)")
print(f"sp3 separation shift, 1000 to 2000 points {fine.gap-coarse.gap:.1e} eV")
print(f"sp3 separation with hopping ~ length^-2: {scaled.gap:.4f} eV")
print(f"(16,8): sp3 edge separation {wide_sp3.gap:.4f} eV")
print(f"largest radial-other coupling: (4,2) {mix_narrow:.4f}, (16,8) {mix_wide:.4f} eV")
print(f"sp3 minus one-orbital gap: (4,2) {fine.gap-gap:.4f}, (16,8) {wide_sp3.gap-wide_gap:.4f} eV")
print(f"one-orbital gap with overlap {overlap_gap:.4f} eV")
print(f"bare Coulomb energy at one diameter {coulomb:.3f} eV")
print(f"thermal energy at 300 K {thermal:.2f} meV")
print("verified")
```

Printed output:

```
input bond 0.142 nm; hopping t 2.7 eV; overlap 0.13
input sp3: Es-Ep -7.3, Vss -4.3, Vsp 5.0 eV
input sp3: Vpp-sigma 6.4, Vpp-pi -2.7 eV
atoms 56; cells N 28; rotation order d 2
integers p 1, q 1, w 9; screw steps 14
diameter 0.4143 nm; period T 1.1271 nm
screw angle 115.714 deg; rise 0.08051 nm
3D bond lengths 0.1394 to 0.1420 nm
cubic cost ratio, full/blocks 784
(4,2) largest spectrum difference 1.4e-14 eV
(6,0),(5,5),(6,3),(5,2) largest difference 1.5e-14 eV
largest error if w is dropped, kT=0.9: 0.5474 eV
largest commutator element 2.2e-16 eV
largest transformed-block error 1.2e-14 eV
sample kT 1.570796 rad; k 1.3937 1/nm
sample l 1, j 0; kappa 2.131795 rad
sample phi1 1.009798, phi2 1.121997 rad
sample f 5.307973 -4.718771 i eV
sample block energies +/- 7.102209 eV
six middle levels, full (eV): -1.714971 -1.251517 -1.118377 1.118377 1.251517 1.714971
six middle levels, blocks (eV): -1.714971 -1.251517 -1.118377 1.118377 1.251517 1.714971
one-orbital gap 1.875132 eV = 0.068910 Ha
gap at |kappa| 0.695721 rad, l 1, |kT| 0.315314 rad
gap shift, 4000-point mesh minus refined 9.3e-07 eV
large-diameter estimate 2tb/D 1.8510 eV
(16,8): diameter 1.6571 nm; one-orbital gap 0.4658 eV
(16,8): estimate 2tb/D 0.4627 eV
curved radial hoppings t0,t1,t2 (eV): 3.0668 2.6239 2.6445
curved radial model: spectrum difference 8.2e-15 eV
curved radial model: gap 1.9583 eV
sp3: 224-level spectrum difference 6.0e-14 eV
sp3 band 4 top -1.0634 eV at l 1, |kappa| 0.6440 rad
sp3 band 5 bottom 0.8762 eV at l 0, |kappa| 1.2598 rad
sp3 edge separation 1.9397 eV (negative means overlap)
sp3 separation shift, 1000 to 2000 points -3.1e-04 eV
sp3 separation with hopping ~ length^-2: 1.9651 eV
(16,8): sp3 edge separation 0.4772 eV
largest radial-other coupling: (4,2) 1.6205, (16,8) 0.4127 eV
sp3 minus one-orbital gap: (4,2) 0.0645, (16,8) 0.0113 eV
one-orbital gap with overlap 1.8790 eV
bare Coulomb energy at one diameter 3.476 eV
thermal energy at 300 K 25.85 meV
verified
```
